Direct Diffuse View Factor from Hole Bottom to Mouth

**Problem**

A straight cylindrical hole has been etched into a flat film. Its diameter is 100 nm and its depth is 100 nm, so its aspect ratio, defined here as depth divided by diameter, is one. Molecules leave the flat bottom of the hole. Every part of the bottom emits the same number per unit area and time, and the directions follow the cosine law: the flux per unit solid angle is proportional to cos θ, where θ is the angle from the surface normal. The gas is so dilute that molecules do not collide with one another inside the hole.

What fraction of the emitted molecules passes through the open mouth without first touching the side wall?

This fraction is the direct diffuse view factor F from the bottom disk to the mouth disk. In a feature-scale model of deposition or etching it is one entry of the table that says how much of the flux leaving each surface arrives at each other surface.

**A tempting solution**

Let R be the radius and L the depth. Seen from the centre of the bottom, the mouth fills a cone about the axis, with half-angle θₘ given by tan θₘ = R/L. The cosine law, normalized over the hemisphere, assigns the probability (cos θ/π) dΩ to the solid angle dΩ. With dΩ = 2π sin θ dθ for a ring of directions, the fraction inside the cone is

∫₀^{θₘ} (cos θ/π) 2π sin θ dθ = sin² θₘ = R²/(L² + R²).

Here L = 2R, which gives 1/(4 + 1) = 0.2000. The bottom emits uniformly, so what holds at its centre holds everywhere on it, and the answer is F = 0.20.

**Where it fails**

The cone calculation is correct for the centre. The fault is in the last sentence. Uniform emission means that each area element sends out the same number of molecules with the same angular law. It does not mean that each element sees the mouth in the same way. From a point near the wall, the mouth is no longer centred overhead: part of it has moved to larger angles and larger distances, while on the near side the wall cuts off directions close to the normal.

What is needed is the local view factor f(r) for a bottom point at distance r from the axis, followed by its average over the bottom area. The tempting solution replaced this average by f(0).

**The local view factor as an integral**

Take a bottom point at radius r and a mouth point at radius ρ, with an azimuth difference φ. Their squared distance is

s² = L² + r² + ρ² − 2rρ cos φ.

The normals of both disks lie along the axis, so the line joining the points makes the same angle with each, and its cosine is L/s. A mouth element dA′ subtends the solid angle dΩ = (L/s) dA′/s². Multiplying by the emission probability per solid angle, (L/s)/π, gives

df = L² dA′/(π s⁴).

No visibility factor is needed. A solid cylinder is a convex region, so a straight segment between a point of its bottom and a point of its top stays inside it. With dA′ = ρ dρ dφ,

f(r) = (L²/π) ∫₀^R ρ dρ ∫₀^{2π} dφ/(A − B cos φ)²,

where A = L² + r² + ρ² and B = 2rρ. Since A − B = L² + (r − ρ)² is positive, A > B ≥ 0 and the denominator never vanishes.

**The azimuthal integral**

Start with the first power of the denominator. Shift the range to −π < φ < π and put t = tan(φ/2), so that dφ = 2 dt/(1 + t²) and cos φ = (1 − t²)/(1 + t²). Then

∫₀^{2π} dφ/(A − B cos φ)
= ∫_{−∞}^{∞} 2 dt/[A(1 + t²) − B(1 − t²)]
= ∫_{−∞}^{∞} 2 dt/[(A − B) + (A + B)t²].

For positive p and q, the arctangent gives ∫_{−∞}^{∞} dt/(p + qt²) = π/√(pq). Therefore

∫₀^{2π} dφ/(A − B cos φ) = 2π/√(A² − B²).

Differentiate both sides with respect to A at fixed B. The left side becomes minus the integral with the squared denominator, and the right side becomes −2πA/(A² − B²)^{3/2}. The minus signs cancel:

∫₀^{2π} dφ/(A − B cos φ)² = 2πA/(A² − B²)^{3/2}.

**The integral over the mouth radius**

Inserting this result leaves

f(r) = ∫₀^R 2L²ρ A/(A² − B²)^{3/2} dρ.

Set u = ρ², so that 2ρ dρ = du, and write c = L² + r². Then A = u + c and B² = 4r²u. With

D(u) = (u + c)² − 4r²u,

the local view factor is

f(r) = ∫₀^{R²} L²(u + c)/D^{3/2} du.

An antiderivative is G(u) = (u − c)/(2√D). To verify this, differentiate, with a prime denoting d/du:

G′ = 1/(2√D) − (u − c)D′/(4D^{3/2})
= [D − (u − c)D′/2]/(2D^{3/2}).

Since D′/2 = u + c − 2r², the two terms in the bracket are

D = u² + 2cu + c² − 4r²u,
(u − c)D′/2 = u² − c² − 2r²u + 2r²c.

Their difference is

2cu + 2c² − 2r²u − 2r²c = 2(c − r²)(u + c) = 2L²(u + c),

because c − r² = L². Hence G′ = L²(u + c)/D^{3/2}, as required. At the lower limit D(0) = c², so G(0) = −1/2. Thus f(r) = G(R²) + 1/2, or

f(r) = ½[1 − (L² + r² − R²)/√((L² + r² + R²)² − 4r²R²)].

At r = 0 the fraction in the bracket is (L² − R²)/(L² + R²), and f(0) = R²/(L² + R²). This is the cone result, so the tempting solution did have the correct centre value.

At the edge, r = R, the numerator is L² and the root is

√((L² + 2R²)² − 4R⁴) = √(L⁴ + 4L²R²) = L√(L² + 4R²).

Consequently

f(R) = ½[1 − L/√(L² + 4R²)].

For L = 2R this is ½(1 − 1/√2) = 0.1464, well below the centre value of 0.2000.

**The average over the bottom**

Because emission is uniform per unit area, a ring of radius r has weight 2πr dr/(πR²). With v = r² this weight is dv/R², so

F = (1/R²) ∫₀^{R²} f dv.

Expand the expression under the root of f in powers of v:

Q(v) = (v + L² + R²)² − 4vR²
= v² + 2v(L² + R²) + (L² + R²)² − 4vR²
= v² + 2v(L² − R²) + (L² + R²)².

Its derivative is dQ/dv = 2(v + L² − R²), and therefore

d√Q/dv = (dQ/dv)/(2√Q) = (v + L² − R²)/√Q.

This is the fraction subtracted in f. So f = ½(1 − d√Q/dv), and the average follows at once:

F = ½{1 − [√Q(R²) − √Q(0)]/R²}.

The end values are √Q(0) = L² + R² and, from the edge calculation, √Q(R²) = L√(L² + 4R²). Substitution gives

F = ½{1 + [L² + R² − L√(L² + 4R²)]/R²}
= 1 + L²/(2R²) − L√(L² + 4R²)/(2R²).

Now let a = L/(2R) be the aspect ratio. Then L²/(2R²) = 2a² and √(L² + 4R²) = 2R√(1 + a²), so

F = 1 + 2a² − 2a√(1 + a²) = (√(1 + a²) − a)².

The last form is checked by expanding the square: (1 + a²) + a² − 2a√(1 + a²). The result depends on the shape of the hole and not on its absolute size.

**The answer for the given hole**

With R = 50 nm and L = 100 nm, R² = 2500 nm². The two roots are

√Q(0) = 10000 + 2500 = 12500 nm²,
√Q(R²) = 100 √(10000 + 10000) = 14142.1 nm².

Their difference is 1642.1 nm², and

F = ½(1 − 1642.1/2500) = 0.1716.

The closed form at a = 1 is

F = (√2 − 1)² = 3 − 2√2 = 0.1716.

About 17.16 % of the emitted molecules leave directly. The other 0.8284 of them strike the side wall first. The centre estimate of 0.2000 is 16.6 % too high, relative to F.

Direct quadrature of the defining integral over both disks gives 0.171573, in agreement with the closed form to the printed digits. As a separate test, the view factor from a bottom point to the side wall was integrated with its own kernel. At the interior radii tested, it adds up to one with the view factor to the mouth.

**How the view varies across the bottom**

The decrease from centre to edge can be read from the derivative of f with respect to v. Since f = ½(1 − d√Q/dv),

df/dv = −½ d²√Q/dv² = −½[Q − (v + L² − R²)²]/Q^{3/2}.

The v² and v terms in the bracket cancel, leaving (L² + R²)² − (L² − R²)² = 4L²R². Hence

df/dv = −2L²R²/Q^{3/2} < 0.

The local view factor falls steadily from the centre to the edge for every depth L > 0. The centre value is therefore an upper bound on the average, and the edge value a lower bound.

The midpoint of these bounds is (0.2000 + 0.1464)/2 = 0.1732, slightly above F. This too follows from the derivative. For L > R, Q increases with v, so the slope of f becomes less steep towards the edge. As a function of v, f then lies below the straight line joining its end values. Equal intervals of v are equal areas, so the area average lies below the midpoint.

**How wrong the centre estimate can be**

The size of the error at other aspect ratios has a compact form. Because (√(1 + a²) − a)(√(1 + a²) + a) = 1,

√F = √(1 + a²) − a and 1/√F = √(1 + a²) + a.

Subtracting the first from the second gives 1/√F − √F = 2a, and squaring gives

1/F − 2 + F = 4a².

The centre value is f(0) = R²/(L² + R²) = 1/(1 + 4a²). Replacing 4a² by the expression just found,

f(0) = 1/(1/F − 1 + F) = F/(1 − F + F²),

so the ratio of estimate to true value is

f(0)/F = 1/(1 − F + F²).

The denominator is smallest at F = 1/2, where it equals 3/4. The centre estimate is thus at most one third too high. This worst case occurs at 2a = √2 − 1/√2 = 1/√2, or a ≈ 0.35. The error disappears in both limits, F → 0 and F → 1, for different reasons.

In a deep hole, a ≫ 1, √(1 + a²) + a ≈ 2a, and

F ≈ 1/(4a²).

From so far away, all bottom points see the mouth in nearly the same way, and f(0) has the same leading term. This estimate must not be carried over to the present hole: at a = 1 it gives 0.25 instead of 0.1716, which is 46 % too high. At a = 10 it gives 0.002500 against 0.002488, an excess of about 0.5 %.

In a very shallow hole, a ≪ 1, expansion of the closed form gives F ≈ 1 − 2a = 1 − L/R. The centre loses much less, since f(0) ≈ 1 − 4a². The first-order loss comes from the neighbourhood of the wall: at the edge itself f(R) tends to 1/2, because the wall still covers half of the directions however low it is. The affected rim has a width of order L and hence a share of the area of order L/R.

**The meaning of aspect ratio**

If aspect ratio were taken as depth divided by radius, the value one would describe a hole with L = R, or a = 0.5 in the present notation. Then F = 0.3820, more than twice the answer found here. The centre estimate would be 1/2, which is 31 % too high. A quoted view factor needs its definition of aspect ratio beside it.

**The same number for molecules coming in**

The kernel L²/(πs⁴) is unchanged when its two end points are exchanged, and the disks have equal areas. The view factor from the mouth to the bottom is therefore also F. If precursor molecules or reactive neutrals enter the mouth uniformly with a cosine-law flux J₀, the same symmetry gives the direct flux at a bottom point:

J(r) = J₀ f(r).

It is 0.2000 J₀ at the centre and 0.1464 J₀ at the edge, with average 0.1716 J₀. The direct supply is thus uneven even though the entering flux is uniform.

Ray tracing tests this reading. Two million rays entered at the mouth with cosine-law directions, and the point where each would meet the side wall was calculated explicitly. The fraction reaching the bottom directly was 0.17168, with a standard error of 0.00027, consistent with F. The fraction of all entering rays that landed directly within r < R/2 was 0.04815, against 0.04806 from the integral of f. That inner disk has one quarter of the bottom area, so an even distribution of the direct arrivals would have given 0.1716/4 = 0.0429. The excess is the concentration towards the centre.

**Use in a flux balance, and limits of the result**

F also fixes the other view factors of this hole if the side wall is treated as one surface. The bottom sends 1 − F = 0.8284 to the wall. Reciprocity requires area times view factor to be equal in both directions. The bottom has area πR² and the wall 2πRL, a ratio of R/(2L) = 1/4 here. A wall that emits uniformly and by the cosine law therefore sends 0.8284/4 = 0.2071 to the bottom, the same amount to the mouth, and the remaining 0.5858 to itself. These wall factors hold only for emission that is even over the wall. Molecules coming from the bottom strike the lower wall more often than the upper wall, so their re-emission is not even, and an accurate balance has to divide the wall into rings along its height.

These numbers show why F is not the total escape probability. Molecules that strike the wall and are re-emitted may still find the mouth, either at once or after further wall contacts. F equals the escape probability when every molecule is captured at its first wall contact. Otherwise the later flights have to be added, and F supplies the first term of that sum.

The conditions stated in the problem matter in different ways:

- If the mean free path is not large compared with the depth, collisions deflect molecules in flight, and a purely geometric factor no longer describes the transport.
- If emission is more strongly peaked along the normal than the cosine law, or less so, the kernel changes and F must be recalculated.
- If emission follows the cosine law but is uneven over the bottom, f(r) remains valid and the average needs the actual emission as its weight. For this hole the result then still lies between 0.1464 and 0.2000.
- If the wall bulges outwards while the two disks keep their size and distance, F is unchanged, since the segments between the disks are still free. A constriction between them can block some of these segments and lower F.

The numerical output below lists the values for this hole and for several other aspect ratios.

Values computed for the example and the checks

```
hole diameter: 100 nm
hole radius R: 50 nm
hole depth L: 100 nm
aspect ratio depth/diameter: 1.0 (dimensionless)
sqrt Q at bottom centre: 12500 nm^2
sqrt Q at bottom edge: 14142.1 nm^2
F, closed formula: 0.171573 (dimensionless)
F, quadrature from definition: 0.171573 (dimensionless)
F in percent: 17.16 %
fraction striking the wall first: 0.8284 (dimensionless)
local view factor at centre: 0.2000 (dimensionless)
local view factor at edge: 0.1464 (dimensionless)
excess of centre value over F: 16.6 %
number of traced rays: 2000000
F, ray tracing from mouth: 0.17168 (dimensionless)
one standard error of ray tracing: 0.00027 (dimensionless)
share landing at r < R/2, rays: 0.04815 (dimensionless)
share landing at r < R/2, formula: 0.04806 (dimensionless)
aspect ratio, F, deep-hole estimate 1/(4a^2) (all dimensionless):
   0.5  0.381966  1.000000
   1.0  0.171573  0.250000
   2.0  0.055728  0.062500
   5.0  0.009805  0.010000
  10.0  0.002488  0.002500
```
